# Sheet densities from spin-resolved hole oscillation frequencies

## Problem

The resistance of a two-dimensional hole gas oscillates periodically in $1/B$ at low temperature. The Fourier spectrum has two fundamental peaks, at $f_1=20$ T and $f_2=24$ T. Each belongs to one spin subband of the lowest heavy-hole level. The field is normal to the layer.

(a) Find the sheet density of each spin subband, the total density and the Hall slope.

(b) Suppose the spin splitting is of cubic Rashba form, with energies $E_\pm=Ak^2\pm\beta k^3$, where $A=\hbar^2/2m$ and $m=0.10\,m_0$. Hole energy is counted upwards. Find $\beta$ and the Fermi energy.

(c) The oscillations are recorded between 0.25 and 0.60 T. By how much does the finite field falsify the densities of part (a), if $|g|=10$?

## Hints

1. How many states does one spin subband have per unit area of $k$-space?
2. Neighbouring Landau levels are separated by $2\pi\hbar$ divided by the orbital period. Express the period through the $k$-space area $S$ of the orbit.
3. Both spin subbands are filled to the same Fermi energy. Which one has the smaller contour?
4. In a field, $k_x\mp ik_y$ become ladder operators. The cubic term then couples levels in pairs.
5. Expand the level energies for a cyclotron energy small compared with the spin splitting, and count levels at fixed Fermi energy.

## Solution

### (a) Densities

**Counting.** In a periodic box of area $L^2$, each allowed wave vector occupies $(2\pi/L)^2$. A spin-resolved subband has one state per wave vector, so a contour enclosing the area $S$ holds

$$p=\frac{S}{4\pi^2}$$

holes per unit area.

**Quantization.** The Lorentz force moves the wave vector along the contour at the rate $|\dot k|=eBv/\hbar$, with $v=\hbar^{-1}\,dE/dk_\perp$ and $k_\perp$ normal to the contour. The orbital period is therefore

$$T=\oint\frac{\hbar\,dk_\parallel}{eBv}=\frac{\hbar^2}{eB}\oint\frac{dk_\perp}{dE}\,dk_\parallel=\frac{\hbar^2}{eB}\frac{dS}{dE}.$$

The last step holds because $\oint dk_\perp\,dk_\parallel$ is the area between two neighbouring contours. For large quantum numbers the level spacing is $\Delta E=2\pi\hbar/T$, so successive orbits differ in area by

$$\Delta S=\frac{dS}{dE}\,\Delta E=\frac{2\pi eB}{\hbar}.$$

Hence $S_N=(2\pi eB/\hbar)(N+\text{const})$. A level crosses the Fermi energy each time $\hbar S/(2\pi eB)$ grows by one, where $S$ is now the area of the Fermi contour. The frequency in $1/B$ is thus $f=\hbar S/(2\pi e)$. Inserting $S=2\pi ef/\hbar$ into the count gives

$$p=\frac{1}{4\pi^2}\,\frac{2\pi e f}{\hbar}=\frac{ef}{h}.$$

There is no factor of 2, because each contour holds one spin state per wave vector. The derivation assumes a single closed contour per subband, no tunnelling between contours, and a constant that does not itself vary with $B$. Part (c) examines the last assumption.

The shape of the contour has dropped out. This was tested on a spinless band $Ak^2+Wk^4\cos4\varphi$ with $W=0.15\,A^2/E_F$, using the $A$ and $E_F$ of part (b). At 0.5 T, its Landau Hamiltonian was diagonalized in the lowest 120 oscillator states, which leaves out the large wave vectors where this band turns down. This puts the Fermi energy at $n+\tfrac12=44.578$, with $n$ the interpolated level number counted from zero. The contour area predicts 44.576, whereas the circle obtained for $W=0$ would give 43.456.

**Numbers.** With $e/h=2.418\times10^{10}$ cm$^{-2}$ per tesla,

$$p_1=20\times2.418\times10^{10}=4.84\times10^{11}\ \text{cm}^{-2},$$
$$p_2=24\times2.418\times10^{10}=5.80\times10^{11}\ \text{cm}^{-2}.$$

The total is $p=1.064\times10^{12}$ cm$^{-2}$, and the imbalance is $(p_2-p_1)/p=4/44=0.091$. If both subbands have the same mobility, the Hall slope is $1/(ep)=587\ \Omega$/T.

### (b) Rashba parameter and Fermi energy

A circular contour has $S=\pi k^2$, so $k=\sqrt{4\pi p}$. This gives $k_1=0.2465$ and $k_2=0.2700$ nm$^{-1}$. At a given $k$ the upper branch $E_+$ costs more energy, so it is filled to the smaller wave number $k_1$. The common Fermi energy requires

$$Ak_1^2+\beta k_1^3=Ak_2^2-\beta k_2^3
\quad\Rightarrow\quad
\beta=\frac{A(k_2^2-k_1^2)}{k_1^3+k_2^3}.$$

Numerator and denominator share the factor $k_1+k_2$. Cancelling it leaves

$$\beta=\frac{A(k_2-k_1)}{k_1^2-k_1k_2+k_2^2}.$$

With $A=381$ meV nm$^2$, this gives $\beta=133.5$ meV nm$^3$. The Fermi energy is

$$E_F=381\times0.2465^2+133.5\times0.2465^3=23.15+2.00=25.15\ \text{meV}.$$

As a test, the states of this Hamiltonian below $E_F$ were counted in a box of side 6000 nm. Only wave-vector components up to 0.30 nm$^{-1}$ were included, because the lower branch of the cubic model turns down at much larger $k$, where the model no longer applies. The counts are 4.836 and $5.803\times10^{11}$ cm$^{-2}$, equal to $p_1$ and $p_2$ to the digits shown.

The spin splitting $2\beta k^3$ is 4.00 meV at $k_1$ and 5.26 meV at $k_2$. The cyclotron energy is 1.158 meV per tesla. Near 1 T the two scales are no longer well separated, which is why part (c) matters.

### (c) Finite field

**Levels.** The Hamiltonian is

$$H=Ak^2+i\beta(k_-^3\sigma_+-k_+^3\sigma_-)+\zeta\hbar\omega_c\sigma_z,\qquad k_\pm=k_x\pm ik_y,$$

with $\omega_c=eB/m$. The Zeeman energy $\tfrac12g\mu_BB=g\,e\hbar B/4m_0$ equals $\zeta\hbar\omega_c$ for $\zeta=gm/4m_0$. Here $|\zeta|=0.25$; both signs are considered, since only $|g|$ is given.

Let $l^2=\hbar/eB$. For positive charge and a field along $-z$, the kinetic wave vector obeys $[k_x,k_y]=-i/l^2$. Then $[k_-,k_+]=2i[k_x,k_y]=2/l^2$, so $k_-=(\sqrt2/l)\,a$ with $[a,a^\dagger]=1$. It follows that $Ak^2=\hbar\omega_c(a^\dagger a+\tfrac12)$, because $2A/l^2=\hbar\omega_c$.

Since $a^3|n\rangle=\sqrt{n(n-1)(n-2)}\,|n-3\rangle$, the state (down, $n$) couples only to (up, $n-3$). The diagonal energies are

$$\hbar\omega_c(n-\tfrac52+\zeta)\ \text{(up)},\qquad \hbar\omega_c(n+\tfrac12-\zeta)\ \text{(down)}.$$

Their mean is $\hbar\omega_c(n-1)$, and half their difference is $q\hbar\omega_c$ with $q=\tfrac32-\zeta$. Set $N=n-1$, so that $n(n-1)(n-2)=N^3-N$, and define $k^2=2N/l^2$. The pair energies for $n\ge3$ are

$$E_\pm=Ak^2\pm\sqrt{q^2(\hbar\omega_c)^2+\beta^2k^6\left(1-\frac1{N^2}\right)}.$$

The down levels $n=0,1,2$ have no partner. Diagonalizing the full ladder-operator matrix at 0.5 T confirmed this spectrum below 40 meV for both signs of $\zeta$.

**Expansion.** From $1/N=2/(k^2l^2)$ and $2/l^2=\hbar\omega_c/A$,

$$\frac{\beta^2k^6}{N^2}=\frac{4\beta^2k^2}{l^4}=\left(\frac{\beta k}{A}\right)^2(\hbar\omega_c)^2.$$

The radicand is therefore $\beta^2k^6+Q(\hbar\omega_c)^2$ with $Q=q^2-(\beta k/A)^2$. For $q\hbar\omega_c\ll\beta k^3$,

$$E_\pm\simeq Ak^2\pm\beta k^3\pm\frac{Q(\hbar\omega_c)^2}{2\beta k^3}.$$

At fixed $E_F$ the last term must be balanced by a change of $k^2$. Since $d(\beta k^3)/d(k^2)=\tfrac32\beta k$,

$$\left(A\pm\tfrac32\beta k\right)\delta(k^2)=\mp\frac{Q(\hbar\omega_c)^2}{2\beta k^3}.$$

The level index is $N=k^2l^2/2$, and $l^2/2A=1/\hbar\omega_c$. Hence

$$N_\pm=\frac{f_\pm}{B}\mp c_\pm B,\qquad
c_\pm=\frac{Q\,(\hbar\omega_c/B)}{2\beta k^3\left(1\pm\dfrac{3\beta k}{2A}\right)},$$

with $f_+=f_1$, $f_-=f_2$, and $k$ the Fermi wave number of the branch. Writing $x=1/B$ gives $N_\pm=f_\pm x\mp c_\pm/x$. The local frequency is its derivative,

$$F_\pm=\frac{dN_\pm}{dx}=f_\pm\pm c_\pm B^2.$$

For $Q>0$, as here, the lower frequency rises and the higher one falls. The rule $p=ef/h$ is thus the low-field reading.

**Numbers.** The larger shift occurs for $\zeta=-0.25$, where $q=1.75$. For the upper branch $\beta k_1/A=0.086$, so $Q=3.055$ and

$$c_+=\frac{3.055\times1.158}{4.00\times1.130}=0.78\ \text{T}^{-1}.$$

The lower branch also gives 0.78 T$^{-1}$. For $\zeta=+0.25$ both values are 0.40 T$^{-1}$.

At 0.3 T with $\zeta=-0.25$ the predicted shift is $0.78\times0.09=0.07$ T. The fields at which the model's levels cross $E_F$ give local frequencies of 20.07 and 23.93 T, in agreement. Near 1 T they give 20.48 and 23.48 T, which would make the densities about 2% too high and 2% too low. There the expansion overestimates the shift, since $q\hbar\omega_c$ is comparable with $\beta k^3$.

For the recorded window, the density of states at the Fermi level was simulated at fixed total density and zero temperature, with a Gaussian level width $\Gamma=0.10$ meV. Its Fourier peaks lie at 20.10 and 23.90 T for $\zeta=-0.25$, and at 20.05 and 23.94 T for $\zeta=+0.25$. The densities read from them differ from those of part (a) by about 0.5% or less. These peaks were taken with a Hann taper, which weights the middle of the window. Without a taper the error is about 0.6%, and somewhat more for broader levels. For $\zeta=-0.25$ the local shift itself grows from 0.05 T at 0.25 T to 0.23 T, about 1%, at 0.60 T.

**Can the peaks be seen?** Two frequencies separate when their relative phase changes by at least about one cycle, which needs a range of $1/(f_2-f_1)=0.25$ T$^{-1}$ in $1/B$. The window supplies 2.33 T$^{-1}$. Damping is the stricter limit. Averaging $\cos(2\pi E/\hbar\omega_c)$ over the Gaussian width multiplies the amplitude by $\exp[-2\pi^2\Gamma^2/(\hbar\omega_c)^2]$, which is 0.095 at 0.25 T and 0.66 at 0.60 T. Thermal averaging at 0.3 K contributes further factors of 0.62 and 0.92. These values use the bare spacing $\hbar\omega_c$. At $E_F$ the levels are spaced by about $\hbar\omega_c(1\pm3\beta k/2A)$, which is 13% wider in the upper branch and 14% narrower in the lower. The 24 T oscillation is therefore damped more strongly than these factors say, and the 20 T oscillation less.

**The real case.** The mass and $g$ factor are rough values for a clean strained-germanium quantum well; the total density is towards the high end for such wells. The spin splitting implied by the two frequencies is large for such a well. A rough four-band estimate for the 10 nm well described below, with all the compensating charge on one side, gives a splitting under 2 meV, an imbalance of 3 to 6%, and a mass at $E_F$ well above $0.10\,m_0$. Equating the width damping at 0.25 T to $\exp(-\pi/\mu_qB)$ gives a quantum mobility $\mu_q$ of about $5\times10^4$ cm$^2$/Vs, which is demanding. A dirtier well must be measured at higher field, where the error of the rule $p=ef/h$ grows towards the 2% found near 1 T. For a 10 nm well with 0.1 eV barriers and a normal mass of $0.2\,m_0$, the second heavy-hole level lies 33 meV above the first. This exceeds $E_F$, so only one confinement level is filled, though the margin is not wide. The estimate is for a flat well and leaves out the electric field across the well that a Rashba splitting requires. Band bending by the holes themselves lowers the gap to about 32 meV when the compensating charge lies on one side, and to about 28 meV when it is shared equally. Real valence bands are also warped and nonparabolic, with heavy-light mixing beyond the cubic term. That changes $\beta$ and $c_\pm$. The low-field rule $p=ef/h$ survives as long as tunnelling between the two contours is negligible. A spin splitting that becomes small in some directions favours such tunnelling, and the main peaks then need not give the subband densities. At given frequencies $\beta\propto1/m$, so a mass 20% larger lowers $\beta$ by 17%.

## Variation 1: two spin-degenerate levels

*Suppose the same peaks came from two confinement levels, each with unresolved spin. What changes, and how could one tell?*

Each contour now holds two states per wave vector, so $p=2ef/h$. The densities double to 9.67 and $11.61\times10^{11}$ cm$^{-2}$, and the total becomes $2.13\times10^{12}$ cm$^{-2}$. The frequencies alone cannot decide between the two readings. The Hall slope can: for equal mobilities it would be 293 instead of 587 $\Omega$/T.

## Variation 2: spin splitting weak compared with the cyclotron energy

*What spectrum results when $q\hbar\omega_c\gg\beta k^3$, with many levels still filled?*

The square root is now dominated by its first term. For $q>0$ and $N\gg1$,

$$E_\pm\simeq N\hbar\omega_c\pm q\hbar\omega_c\pm\frac{\beta^2k^6}{2q\hbar\omega_c}.$$

Without the last term, the index at the Fermi energy is $N_\pm=E_F/\hbar\omega_c\mp q$. The spin enters as a constant phase, so both branches share one frequency. As the spin-degenerate contour holds the whole density, $p=2ef/h$, and at the present total density

$$f=\frac{hp}{2e}=\frac{f_1+f_2}{2}=22\ \text{T}.$$

The phases do affect the strength of this peak. Two oscillations of equal amplitude with phases $\mp2\pi q$ add up to

$$\cos2\pi(fx-q)+\cos2\pi(fx+q)=2\cos(2\pi q)\cos(2\pi fx).$$

For $|\zeta|=0.25$, that is $q=1.25$ or $1.75$, the factor $\cos2\pi q$ vanishes. The levels of one branch then lie midway between those of the other, and the leading peak is the second harmonic at $2f=44$ T. This needs a field high enough for the last term of $E_\pm$ to be negligible. With the present parameters, only a few levels per branch are then filled. At lower fields that term adds to the phases, the cancellation is incomplete, and a peak near 22 T returns. For other values of $\zeta$ the factor $\cos2\pi q$ generally does not vanish. This argument assumes overlapping levels and a nearly fixed Fermi energy. When all levels are resolved at fixed density, as for $\Gamma=0.10$ meV at a few tesla, the signal repeats with each filled level. The 44 T peak then leads unless the levels of the two branches nearly coincide.

The last term shifts the index by $\mp\beta^2k^6/[2q(\hbar\omega_c)^2]$, which is proportional to $x^2$. Its derivative gives frequency shifts

$$\mp\frac{\beta^2k^6}{q\,(\hbar\omega_c/B)^2}\,\frac1B,$$

which fade as $1/B$. The two regimes meet where $q\hbar\omega_c=\beta k^3$. With a mean $\beta k^3$ of 2.3 meV, this is about 1.1 T for $\zeta=-0.25$ and 1.6 T for $\zeta=+0.25$. Well above that field, a spectrum with a single fundamental near 22 T, with or without a strong harmonic near 44 T, does not show that the zero-field spin splitting is absent.

The main computed values used here are listed in the numerical output below.

## Numbers as computed

```
e/h = 2.41799 x 1e10 cm^-2 per T
given frequencies: 20.0 T and 24.0 T
density from lower frequency = 4.836 x 1e11 cm^-2
density from higher frequency = 5.803 x 1e11 cm^-2
total density = 10.639 x 1e11 cm^-2
imbalance (difference/total) = 0.0909
Hall slope 1/(e p) = 586.7 ohm/T
box count, upper branch = 4.836 x 1e11 cm^-2
box count, lower branch = 5.803 x 1e11 cm^-2
in-plane mass = 0.10 m0, |g| = 10, |zeta| = 0.25
A = hbar^2/2m = 381.00 meV nm^2
Fermi wave numbers k1, k2 = 0.2465, 0.2700 nm^-1
beta = 133.5 meV nm^3
Fermi energy = 25.15 meV
spin splitting 2 beta k^3 at k1, k2 = 4.00, 5.26 meV
cyclotron energy per tesla = 1.158 meV/T
warped contour, warp 0.15, B = 0.5 T: level index at E_F
  diagonalized 44.578, from area 44.576, circle 43.456
zeta = -0.25: c upper, lower = 0.782, 0.783 T^-1
  exact local frequency: 20.066 T at B = 0.297 T; 23.933 T at B = 0.301 T
  exact local frequency: 20.481 T at B = 0.968 T; 23.478 T at B = 1.029 T
  simulated Fourier peaks = 20.10, 23.90 T
  densities read from them = 4.860, 5.779 x 1e11 cm^-2
zeta = +0.25: c upper, lower = 0.398, 0.399 T^-1
  exact local frequency: 20.034 T at B = 0.298 T; 23.965 T at B = 0.300 T
  exact local frequency: 20.300 T at B = 0.982 T; 23.683 T at B = 1.016 T
  simulated Fourier peaks = 20.05, 23.94 T
  densities read from them = 4.848, 5.789 x 1e11 cm^-2
field window = 0.25 to 0.60 T
window length in 1/B = 2.333 T^-1
least length to resolve the peaks = 0.250 T^-1
thermal factor at 0.3 K, window ends = 0.623, 0.915
level width (Gaussian) = 0.10 meV
width damping factor, window ends = 0.095, 0.664
equivalent quantum mobility at 0.25 T = 5.33e+04 cm2/Vs
well 10 nm, barrier 100 meV, normal mass 0.20 m0
gap to second heavy-hole subband = 32.9 meV
```
